# Square-root growth of conductivity in a harmonic chain with velocity exchange, part 1

(Sections cited here and not found follow in the second part.)

## From the moment equations to a boundary-value problem

A chain of $N$ equal masses joined by harmonic springs, with no on-site potential, whose neighbours randomly swap velocities, has a thermal conductivity that grows as the square root of its length. For a chain held between rigid walls and heated through its two end particles,

$$
\kappa_N\simeq C\sqrt N,\qquad 
C=\frac{\sqrt2\,\pi^{3/2}}{32\,S}\,\frac{\omega^{3/2}}{\sqrt\gamma},\qquad 
S=\sum_{n\ \rm odd}n^{-3/2},
\tag{1}
$$

as $N\to\infty$. Here $\omega^2$ is the spring constant divided by the mass and $\gamma$ is the rate at which each neighbouring pair swaps velocities. The conductivity is $\kappa_N=JN/(T_+-T_-)$, where $J$ is the steady energy current and $T_\pm$ are the bath temperatures. Mass, lattice spacing and Boltzmann's constant are set to one. The derivation keeps leading orders in $1/N$ at fixed $\omega$, $\gamma$ and bath friction. It is an asymptotic argument and not a rigorous theorem.

Let $q_i$ be the displacement and $p_i$ the velocity of particle $i$, with $q_0=q_{N+1}=0$ at the walls. Between swaps,

$$
\begin{aligned}
\dot q_i&=p_i,\\
\dot p_i&=\omega^2(q_{i+1}-2q_i+q_{i-1})+(\text{bath terms for } i=1,N).
\end{aligned}
$$

The bath on particle 1 supplies a friction force $-\lambda p_1$ and white noise of strength $2\lambda T_+$. The bath on particle $N$ does the same with $T_-$. In addition, each pair $(i,i+1)$ exchanges $p_i$ and $p_{i+1}$ at random times, at rate $\gamma$. A swap leaves $p_i+p_{i+1}$ and $p_i^2+p_{i+1}^2$ unchanged, so it conserves momentum and energy. Momentum leaves the chain only at its ends. The springs to the walls act on the end particles alone, so the interior is free to translate, which is the meaning of "unpinned" here.

The forces are linear in the displacements and velocities, and a swap is a linear operation on the velocities. The second moments therefore obey closed equations, without any assumption about higher moments. Define

$$
U_{ij}=\langle q_iq_j\rangle,\qquad V_{ij}=\langle p_ip_j\rangle,\qquad Z_{ij}=\langle q_ip_j\rangle,
$$

and call $T_i=V_{ii}$ the kinetic temperature. The first stationary equation follows from $d\langle q_iq_j\rangle/dt=0$:

$$
Z_{ij}+Z_{ji}=0 .
\tag{2}
$$

Thus $Z$ is antisymmetric, and $Z_{ii}=0$.

For a function of two sites let $\Delta_i$ be the second difference in the first index, $\Delta_iA_{ij}=A_{i+1,j}+A_{i-1,j}-2A_{ij}$, and $\Delta_j$ the same in the second. The rate of change of $\langle q_ip_j\rangle$ has three parts when $j$ is not an end site. The motion of $q_i$ gives $V_{ij}$. The springs acting on $p_j$ give $\omega^2\Delta_jU_{ij}$. Swaps replace $p_j$ by $p_{j+1}$ or by $p_{j-1}$, each at rate $\gamma$, and give $\gamma\Delta_jZ_{ij}$. Hence

$$
V_{ij}+\omega^2\Delta_jU_{ij}+\gamma\Delta_jZ_{ij}=0 .
\tag{3}
$$

For $\langle p_ip_j\rangle$ the springs act on either factor. Acting on $p_i$ they give $\omega^2\Delta_i\langle q_ip_j\rangle=\omega^2\Delta_iZ_{ij}$. Acting on $p_j$ they give $\omega^2\Delta_j\langle p_iq_j\rangle=\omega^2\Delta_jZ_{ji}=-\omega^2\Delta_jZ_{ij}$. If $i$ and $j$ are at least two sites apart, no swap touches both, and

$$
\omega^2(\Delta_i-\Delta_j)Z_{ij}+\gamma(\Delta_i+\Delta_j)V_{ij}=0 .
\tag{4}
$$

For neighbours, $i=j+1$, the swap of the pair itself leaves the product $p_ip_j$ unchanged. The swap term is then $\gamma(V_{j+2,j}+V_{j+1,j-1}-2V_{j+1,j})$, with no coupling to the diagonal. On the diagonal it is $\gamma(T_{i+1}+T_{i-1}-2T_i)$.

These equations were compared with direct stochastic trajectories for four particles, with $\omega=1$, $\gamma=0.7$, $\lambda=1$ and baths at 1.5 and 0.5. Averages over 4000 independent copies of the chain, followed for 1800 time steps of 0.05 after an initial transient, agree with the solution for all entries of $V$ and $Z$ to within 0.0035. The kinetic temperatures themselves are of order one, and the current is 0.1555.

The diagonal equation expresses energy balance. Antisymmetry gives

$$
(\Delta_i-\Delta_j)Z\big|_{j=i}=Z_{i+1,i}+Z_{i-1,i}-Z_{i,i+1}-Z_{i,i-1}
=2(Z_{i+1,i}-Z_{i,i-1}).
$$

Half of the diagonal equation is therefore

$$
\omega^2(Z_{i+1,i}-Z_{i,i-1})+\frac\gamma2(T_{i+1}-2T_i+T_{i-1})=0,
$$

which says that the quantity

$$
J=-\omega^2Z_{i+1,i}-\frac\gamma2(T_{i+1}-T_i)
\tag{5}
$$

is the same on every bond. Its first term is the power that particle $i$ delivers to particle $i+1$ through the spring. The force on $i+1$ is $-\omega^2(q_{i+1}-q_i)$, and its mean power is $-\omega^2(Z_{i+1,i+1}-Z_{i,i+1})=-\omega^2Z_{i+1,i}$. The second term is the kinetic energy carried by swaps: a swap moves $(p_i^2-p_{i+1}^2)/2$ to the right. At the first site, friction and noise contribute $-2\lambda T_1+2\lambda T_+$ to the diagonal equation, and half of it becomes

$$
J=\lambda(T_+-T_1).
\tag{6}
$$

A scale for long chains can be read from (3). In an infinite, spatially uniform chain $U$ and $V$ are even functions of $i-j$. They cannot drive the odd part of $Z$, which measures the difference between right-moving and left-moving waves. If the state is not stationary, that odd part obeys $\dot Z=\gamma\Delta_jZ$. A component of wavenumber $k$ decays at the rate $2\gamma(1-\cos k)=4\gamma\sin^2(k/2)$, which is close to $\gamma k^2$ for long waves. Long waves travel at speed $\omega$, so their mean free path is $\omega/(\gamma k^2)$. It equals the chain length when

$$
k_N=\sqrt{\frac{\omega}{\gamma N}} .
\tag{7}
$$

The slow decay at small $k$ is a consequence of momentum conservation, because a swap barely disturbs a velocity field that is nearly the same on neighbouring sites. The important correlations therefore extend over distances of order $\sqrt N$, while temperature varies over the distance $N$.

We accordingly introduce

$$
r=i-j,\qquad s=\frac{i+j}{2},\qquad r\sim\sqrt N,\qquad s\sim N,
$$

and consider $r>0$; the other half follows from symmetry. The chain rule gives $\partial_i=\partial_r+\frac12\partial_s$ and $\partial_j=-\partial_r+\frac12\partial_s$, so that

$$
\Delta_i-\Delta_j\simeq2\partial_r\partial_s,\qquad
\Delta_i+\Delta_j\simeq2\partial_r^2+\tfrac12\partial_s^2\simeq2\partial_r^2 .
\tag{8}
$$

The last step drops $\partial_s^2\sim N^{-2}$ beside $\partial_r^2\sim N^{-1}$.

Equation (3) can be split by the symmetry of its indices. With $i$ and $j$ interchanged it reads $V_{ij}+\omega^2\Delta_iU_{ij}-\gamma\Delta_iZ_{ij}=0$, where the last sign comes from $Z_{ji}=-Z_{ij}$. The difference and the sum of the two forms are

$$
\begin{aligned}
\omega^2(\Delta_j-\Delta_i)U+\gamma(\Delta_i+\Delta_j)Z&=0,\\
2V+\omega^2(\Delta_i+\Delta_j)U+\gamma(\Delta_j-\Delta_i)Z&=0 .
\end{aligned}
\tag{9}
$$

With (8) the first becomes

$$
\gamma Z_{rr}=\omega^2U_{rs},
\tag{10}
$$

where letter subscripts on the continuous fields denote derivatives. The second becomes $V=-\omega^2U_{rr}+\gamma Z_{rs}$.

The orders of magnitude are as follows. The mean squared extension of a spring is finite, which will give $U_r=O(1)$. Then $U_{rs}\sim N^{-1}$, and (10) makes $Z=O(1)$. Equation (4) reads $\gamma V_{rr}=-\omega^2Z_{rs}$, whose right side is of order $N^{-3/2}$, so $V\sim N^{-1/2}$ away from the diagonal. The term $\gamma Z_{rs}\sim N^{-3/2}$ is negligible beside $V$, leaving

$$
V=-\omega^2U_{rr}.
\tag{11}
$$

The correlations $V$ and $Z$ vanish at separations much larger than $\sqrt N$, although the displacement correlations $U$ do not. Integrating $\gamma V_{rr}=-\omega^2Z_{rs}$ inward from large $r$ therefore adds no constant:

$$
\gamma V_r=-\omega^2Z_s .
\tag{12}
$$

Now differentiate (10) with respect to $r$ and use (11), which gives $\gamma Z_{rrr}=\omega^2U_{rrs}=-V_s$. A further derivative and (12) give $\gamma Z_{rrrr}=-V_{rs}=(\omega^2/\gamma)Z_{ss}$, or

$$
\gamma^2Z_{rrrr}=\omega^2Z_{ss}.
\tag{13}
$$

The two sides balance when $r^4\sim N^2$, in agreement with the scale (7).

Equation (13) needs two conditions at $r=0$. We know that $Z_{ii}=0$, but $Z$ might still jump to a finite value at the first off-diagonal site. The difference equation in (9) excludes this. At $i=j+1$, with the diagonal entries of $Z$ set to zero, it is

$$
\begin{aligned}
&\gamma(Z_{j+2,j}+Z_{j+1,j-1}-4Z_{j+1,j})\\
&\quad=\omega^2\big[(U_{j+2,j}-U_{j+1,j-1})-(U_{j+1,j+1}-U_{j,j})\big].
\end{aligned}
$$

Each round bracket is a derivative along $s$, one at $r=2$ and the other at $r=0$. Their difference is about $2U_{rs}\sim N^{-1}$. Up to that order, $Z$ at $r=2$ is twice $Z$ at $r=1$. It therefore rises linearly from zero, and its slope is $Z_{j+1,j}$. The current (5) fixes this slope. The exchange term in (5) is of order $N^{-1}$, whereas $Z_r\sim N^{-1/2}$ because $Z=O(1)$ changes over $r\sim\sqrt N$. To leading order,

$$
Z(0,s)=0,\qquad Z_r(0,s)=-\frac{J}{\omega^2}.
\tag{14}
$$

Here the exponent already appears. A fixed temperature difference gives $J\sim N^{-1/2}$ and hence $JN\sim N^{1/2}$. The conditions also agree with the neighbour equation for $V$. Since $Z(0,s)=0$ for all $s$, (12) requires $V_r(0,s)=0$, and this absence of flux is what the missing coupling to the diagonal imposes.

The temperature enters through (3) on the diagonal:

$$
T_i+\omega^2(U_{i,i+1}+U_{i,i-1}-2U_{ii})+\gamma(Z_{i,i+1}+Z_{i,i-1})=0 .
$$

The bracket with $Z$ equals $Z_{i,i-1}-Z_{i+1,i}$, a small difference along $s$, and is dropped. The two off-diagonal entries of $U$ are equal by symmetry to values at $r=1$, centred half a site on either side of $i$. Their mean is $U(1,s)$ up to a term of order $U_{ss}\sim N^{-1}$. Thus $T=2\omega^2[U(0,s)-U(1,s)]$, and

$$
U_r(0^+,s)=-\frac{T(s)}{2\omega^2}.
$$

This confirms $U_r=O(1)$; it is equipartition for the energy of a spring. Taking the derivative along $s$ and using (10) at $r=0^+$ gives $\gamma Z_{rr}(0^+,s)=-T'(s)/2$, or

$$
T'(s)=-2\gamma Z_{rr}(0^+,s).
\tag{15}
$$

There remain the conditions at the walls. Consider $i$ and $j$ both of order $\sqrt N$, with $i>j$. In (4) the terms with $Z$ are separately of order $N^{-1}$, while those with $V$ are of order $N^{-3/2}$. Hence, to leading order, $(\partial_i^2-\partial_j^2)Z=0$, with the general solution

$$
Z=F(i+j)+G(i-j).
$$

On the diagonal $Z=0$ gives $F(2i)=-G(0)$, so $F$ is constant. At the wall $Z_{i0}=-\langle q_0p_i\rangle=0$ gives $G(i)=-F(i)$, so $G$ is the opposite constant, and $Z$ vanishes at order one. The remainder falls slowly. At distance $s$ from the wall, (13) limits the range in $r$ to order $\sqrt s$, and the slope (14) then gives $Z\sim J\sqrt s$, which is of order $N^{-1/4}$ for $s\sim\sqrt N$. The bath does not spoil this. Its friction adds $-\lambda V_{i1}$ to the equation at $j=1$, which is at most of order $N^{-1/2}$ and changes the extrapolation of $Z$ to the wall by that order only. The same argument applies at the other end, so

$$
Z(r,0)=Z(r,N)=0 .
\tag{16}
$$

Physically, a rigid wall reflects long waves completely, so close to it the waves moving right and left carry equal energy. This is why $\lambda$ is absent from the leading conductivity. At a free end the condition $q_0=0$ is lost, and the prefactor in (1) is not claimed there.

To leading order in $1/N$, the moment equations have been reduced to equation (13) for $Z$, with the conditions (14) and (16) and decay at large $r$, while (15) gives the temperature gradient. It remains to solve this problem, to obtain the prefactor in (1) by integrating the gradient along the chain, and to compare the result with finite chains.
